\section*{Why total kinetic energy does not set source–drain tunnelling}

\section{Symmetry fixes the variable}

Let $x$ run from source to drain and $y$ across the width of a two-dimensional channel. The conduction band is parabolic, its principal mass axes lie along $x$ and $y$, and both masses are the same in source, channel and drain. The potential energy $U(x)$ does not depend on $y$:
\begin{equation}
H=H_x+\frac{p_y^2}{2m_y},\qquad H_x=\frac{p_x^2}{2m_x}+U(x).
\label{H}
\end{equation}
Suppose $\varphi(x)$ solves $H_x\varphi=E_x\varphi$. Multiplying it by $e^{ik_yy}$ gives the electron a transverse momentum $\hbar k_y$, and
\begin{equation}
H\,e^{ik_yy}\varphi=(E_x+E_y)\,e^{ik_yy}\varphi,\qquad E_y=\frac{\hbar^2k_y^2}{2m_y}.
\label{boost}
\end{equation}
The total energy rises by $E_y$, while the function of $x$, which contains the incident, reflected and transmitted waves, is unchanged. The transmission probability can therefore depend on $E$ and $k_y$ only through $E_x=E-E_y$.

It is tempting to reason instead that an electron whose total kinetic energy exceeds the barrier height will pass over the barrier. The following case shows that it need not.

\section{A counter-example}

Measure energies from the source band edge. Take a flat barrier of height $U_0$ between $x=0$ and $x=L$, and a drain band edge at $-eV_D$. For $E_x>0$ define
\begin{equation}
k_S^2=\frac{2m_xE_x}{\hbar^2},\quad
k_D^2=\frac{2m_x(E_x+eV_D)}{\hbar^2},\quad
\kappa^2=\frac{2m_x(U_0-E_x)}{\hbar^2}.
\label{ks}
\end{equation}
In the source, $\varphi=Ae^{ik_Sx}+Be^{-ik_Sx}$. In the drain, choose the outgoing wave $\varphi=e^{ik_D(x-L)}$. Since the mass is uniform, $\varphi$ and $\varphi'$ are continuous. At $x=L$ they equal $1$ and $ik_D$, so inside the barrier
\begin{equation}
\varphi=\cosh\kappa(x-L)+\frac{ik_D}{\kappa}\sinh\kappa(x-L).
\end{equation}
Write $C=\cosh\kappa L$ and $S=\sinh\kappa L$. At $x=0$,
\begin{equation}
\varphi(0)=C-\frac{ik_D}{\kappa}S,\qquad \varphi'(0)=-\kappa S+ik_DC.
\end{equation}
On the source side $\varphi(0)=A+B$ and $\varphi'(0)=ik_S(A-B)$, hence
\begin{equation}
A=\frac12\left[\varphi(0)+\frac{\varphi'(0)}{ik_S}\right]
=\frac12\left[\left(1+\frac{k_D}{k_S}\right)C+i\left(\frac{\kappa}{k_S}-\frac{k_D}{\kappa}\right)S\right].
\end{equation}
Take the squared modulus and use $C^2=1+S^2$:
\begin{align}
4k_S^2|A|^2&=(k_S+k_D)^2C^2+\frac{(\kappa^2-k_Sk_D)^2}{\kappa^2}S^2\nonumber\\
&=(k_S+k_D)^2+\frac{(k_S+k_D)^2\kappa^2+(\kappa^2-k_Sk_D)^2}{\kappa^2}S^2\nonumber\\
&=(k_S+k_D)^2+\frac{(k_S^2+\kappa^2)(k_D^2+\kappa^2)}{\kappa^2}S^2 .
\end{align}
In the last step the terms $\pm2\kappa^2k_Sk_D$ cancel. Transmission is the ratio of transmitted to incident flux, $T=k_D/(k_S|A|^2)$, so
\begin{equation}
T=\frac{4k_Sk_D}{(k_S+k_D)^2+(k_S^2+\kappa^2)(k_D^2+\kappa^2)\sinh^2(\kappa L)/\kappa^2}.
\label{T}
\end{equation}
For $E_x>U_0$ the same formula holds with $\kappa=iq$, which turns $\sinh^2(\kappa L)/\kappa^2$ into $\sin^2(qL)/q^2$.

Now take $m_x=0.15\,m_0$, $m_y=1.2\,m_0$, $L=5$ nm, $U_0=0.30$ eV and $V_D=0.50$ V. Electron C has $E=0.40$ eV, divided into $E_x=0.10$ eV and $E_y=0.30$ eV. Its total kinetic energy is above the barrier top, yet its decay constant is real, $\kappa=0.8874\ \mathrm{nm}^{-1}$. From the energy ratios in (\ref{ks}),
\begin{equation}
k_S=\kappa\sqrt{\frac{0.10}{0.20}}=0.627\ \mathrm{nm}^{-1},\qquad
k_D=\kappa\sqrt{\frac{0.60}{0.20}}=1.537\ \mathrm{nm}^{-1}.
\end{equation}
With $\kappa L=4.437$, $\sinh^2\kappa L\simeq1785$. The numerator of (\ref{T}) is $3.86$ and the denominator about $8440$, both in $\mathrm{nm}^{-2}$, giving $T=4.57\times10^{-4}$. Electron D, with $E_x=0.10$ eV and no transverse energy, has the same $T$. Putting the total $0.40$ eV into (\ref{T}) in place of $E_x$ would give $0.96$ for electron C, about 2100 times too much.

Equal total energies do not give equal transmissions either. Electrons A and B both have $E=0.20$ eV:
\begin{center}
\begin{tabular}{cccc}
 & $E_x$ (eV) & $E_y$ (eV) & $T$\\
A & 0.20 & 0.00 & $4.69\times10^{-3}$\\
B & 0.05 & 0.15 & $1.36\times10^{-4}$
\end{tabular}
\end{center}
A is transmitted 35 times more readily than B.

\section{The general statement and its proof}

\textbf{Statement.} For the Hamiltonian (\ref{H}), with constant masses, $U$ independent of $y$ and no collision during the crossing, $E_y$ is conserved and the transmission is that of the one-dimensional problem $H_x$ at energy $E_x=E-E_y$. The shape of $U(x)$ is otherwise free, provided it becomes constant in source and drain.

\textbf{Proof.} No term in $H$ contains $y$, so $[H,p_y]=0$. An incident wave with transverse factor $e^{ik_yy}$ keeps that factor in reflection and transmission. Put $\psi=e^{ik_yy}\varphi(x)$ into $H\psi=E\psi$ and divide by $e^{ik_yy}$:
\begin{equation}
-\frac{\hbar^2}{2m_x}\varphi''+U(x)\varphi=(E-E_y)\varphi .
\end{equation}
The longitudinal flux is $(\hbar/m_x)\,\mathrm{Im}(\psi^*\partial_x\psi)$. Because $|e^{ik_yy}|=1$, it equals the flux of $\varphi$ alone. The flux ratio is therefore $T(E_x)$. $\square$

A strip with hard side walls a distance $W$ apart behaves in the same way. The transverse factor becomes $\sin(n\pi y/W)$, with $E_y=\hbar^2\pi^2n^2/(2m_yW^2)$, and a barrier independent of $y$ does not couple different $n$. As a test, a strip with $W=4$ nm and $E=0.25$ eV was solved on a lattice in both directions, without separating the variables in the barrier. Modes 1 and 3 gave $T=1.01\times10^{-2}$ and $2.51\times10^{-4}$; equation (\ref{T}) gives $1.01\times10^{-2}$ and $2.47\times10^{-4}$. The largest mode-changing transmission was about $10^{-31}$, which is rounding error.

For the flat barrier one can say more: below the top, $T$ rises with $E_x$. Invert (\ref{T}):
\begin{equation}
\frac1T=\frac{(k_S+k_D)^2}{4k_Sk_D}+\frac{(k_S^2+\kappa^2)(k_D^2+\kappa^2)}{4k_Sk_D}\,\frac{\sinh^2\kappa L}{\kappa^2}.
\end{equation}
With $r=k_D/k_S\ge1$, the first term is $(r+1/r+2)/4$. As $E_x$ grows, $r$ does not increase, so neither does this term. In the second term the sums $k_S^2+\kappa^2=2m_xU_0/\hbar^2$ and $k_D^2+\kappa^2=2m_x(U_0+eV_D)/\hbar^2$ are constant, $k_Sk_D$ grows, and $\sinh(\kappa L)/\kappa$ falls with $\kappa$, since its power series in $\kappa$ has positive coefficients. Thus $1/T$ falls. At fixed total energy, moving energy from $x$ to $y$ lowers the transmission whenever $E_x$ starts below the top.

\section{What the mistake does to a current}

A current sums over many electrons, so transverse motion enters through the number and occupation of states. With spin degeneracy 2, one valley and source occupation $f$, the source current per width is
\begin{equation}
J=2e\int_{k_x>0}\frac{dk_x\,dk_y}{4\pi^2}\,v_xT(E_x)f(E).
\end{equation}
At fixed $k_y$, $v_x\,dk_x=dE_x/\hbar$, so
\begin{equation}
J=\frac{2e}{h}\int_0^\infty dE_x\,T(E_x)\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}f(E_x+E_y).
\label{J}
\end{equation}
If $T(E)$ is wrongly used, take $E$ as the variable at fixed $k_y$. The allowed values satisfy $|k_y|<\sqrt{2m_yE}/\hbar$, and
\begin{equation}
J_{\rm wrong}=\frac{2e}{h}\int_0^\infty dE\,T(E)\,\frac{\sqrt{2m_yE}}{\pi\hbar}\,f(E).
\label{Jw}
\end{equation}

A classical limit shows the size of the error. Let $T$ be a step at $U_0$, let $f=e^{(\mu-E)/k_BT_s}$ with source temperature $T_s$ and Fermi level $\mu$, and set $u=U_0/k_BT_s$. Apart from the common factor $(2e/h)e^{\mu/k_BT_s}$, the two integrals are
\begin{align}
\text{correct:}&\quad k_BT_s\,e^{-u}\sqrt{\frac{m_yk_BT_s}{2\pi\hbar^2}},\\
\text{wrong:}&\quad \frac{\sqrt{2m_y}}{\pi\hbar}(k_BT_s)^{3/2}\int_u^\infty\sqrt t\,e^{-t}dt .
\end{align}
Integration by parts, followed by $t=s^2$, gives
\begin{equation}
\int_u^\infty\sqrt t\,e^{-t}dt=\sqrt u\,e^{-u}+\int_{\sqrt u}^\infty e^{-s^2}ds
=\sqrt u\,e^{-u}+\frac{\sqrt\pi}{2}\operatorname{erfc}\sqrt u .
\end{equation}
The prefactors combine to $2e^u/\sqrt\pi$, so
\begin{equation}
\frac{J_{\rm wrong}}{J}=2\sqrt{\frac u\pi}+e^u\operatorname{erfc}\sqrt u .
\label{R}
\end{equation}
For $u\to0$ the ratio is 1, as it must be without a barrier. At 300 K, $u=0.30/0.02585=11.6$ and the ratio is 4.0. In this limit three quarters of the incident flux with $E>U_0$ has $E_x<U_0$ and is turned back.

For the full example, a source density of $10^{13}\ \mathrm{cm^{-2}}$ puts $\mu$ at $0.053$ eV. Equation (\ref{J}) gives 234 nA/$\mu$m below the barrier top and 8 nA/$\mu$m above it, in total 242 nA/$\mu$m ($0.242\ \mu$A/$\mu$m). Equation (\ref{Jw}) gives 474 nA/$\mu$m, a factor of 1.96 too high. The classical factor does not apply here, because tunnelling carries 96.5\% of the current. Nor does the factor of 2100 for electron C carry over: the occupation at its energy is only about $e^{-(0.40-0.053)/0.02585}\simeq1.5\times10^{-6}$.

\section{When transverse energy does matter}

\textbf{A different transverse mass in the channel.} If $m_y$ is $m_{yS}$ in source and drain but $m_{yC}$ in the channel, $k_y$ is still conserved but the transverse energy is not. With $E_y$ denoting its source value, the barrier for the longitudinal motion becomes
\begin{equation}
U_0+E_y\left(\frac{m_{yS}}{m_{yC}}-1\right).
\end{equation}
A heavier channel mass releases transverse energy. For strip mode 3, with $E_y=0.176$ eV, a 20\% heavier $m_{yC}$ lowers the barrier to $0.271$ eV. With $m_x$ unchanged, the lattice transmission rises from $2.5\times10^{-4}$ to $4.7\times10^{-4}$.

\textbf{A potential that does not separate.} A side potential $V(y)$ that is the same all along the channel only changes the transverse modes and their energies; $x$ and $y$ still separate. A potential that cannot be written as a function of $x$ plus a function of $y$, such as that of a local defect, couples transverse modes. Transverse energy can then become longitudinal before the electron reaches the barrier. An attractive source defect $0.5$ eV deep, 2 nm long and about a third of the strip wide raised the transmission of mode 3 about tenfold on average over four positions. This figure comes from a single lattice mesh and should be read only as an order of magnitude. The barrier itself was unchanged, and 95\% of the transmitted flux left in other modes.

\textbf{A non-parabolic band.} Consider a two-band model with gap $E_g$ in which the half-gap at given $k_y$ is $E_g/2+E_y$ and the bands are coupled by $\hbar vk_x$. Measured from the source midgap, the energy is $E_g/2+E$. Setting $k_x=i\kappa$ in the barrier gives
\begin{align}
(\hbar v\kappa)^2&=\left(\tfrac12E_g+E_y\right)^2-\left(\tfrac12E_g+E-U_0\right)^2\nonumber\\
&=(U_0-E_x)(E_g+2E_y+E_x-U_0),
\end{align}
where $E_x$ still means $E-E_y$. The band-edge mass requires $(\hbar v)^2=\hbar^2E_g/2m_x$, hence
\begin{equation}
\kappa^2=\frac{2m_x}{\hbar^2}(U_0-E_x)\left[1-\frac{U_0-E_x-2E_y}{E_g}\right].
\end{equation}
Here $E_y$ enters separately, and it hinders tunnelling. For $E_g=2$ eV and fixed $E_x=0.10$ eV, the factor $e^{-2\kappa L}$ is 1.58 times its parabolic value at $E_y=0$, but 0.43 times that value at $E_y=0.30$ eV. The second number depends on the model giving the valence band the same transverse mass as the conduction band. With a valence mass along $y$ five times heavier it is 0.71, and with a valence band flat along $y$ it is 0.80.

\section{The model beside a real channel}

The masses and gap are rough values for monolayer black phosphorus with transport along its light axis. The 5 nm barrier is shorter than the gates of production transistors, and the leakage found is about 2.4 times an off-current limit of $0.1\ \mu$A/$\mu$m, taken here as a yardstick. This comparison depends strongly on the rough masses. At the same source density, $m_x=0.17\,m_0$ with $m_y=1.12\,m_0$ gives 129 nA/$\mu$m, while $m_x=0.20\,m_0$ with $m_y=1.2\,m_0$ gives 53.5 nA/$\mu$m, below the yardstick. Real barriers do not have abrupt edges. Replacing each edge by a 2 nm linear slope centred on its old position, at the same peak height, raises the current to 429 nA/$\mu$m, a factor of 1.8. The placement matters: with the slopes outside a full 5 nm top, the current instead falls to about 37 nA/$\mu$m. Operation at 400 K with the abrupt barrier and the same source density gives 606 nA/$\mu$m. An assumed mobility of $200\ \mathrm{cm^2/Vs}$ implies a free path (velocity times relaxation time) of 2 to 6 nm in the source, depending on the velocity used, and a mean free path for backscattering of about 11 nm at this degeneracy. Both are of the order of the barrier length. Collisions may therefore matter, but their effect on the current was not calculated. The currents also assume parabolic bands: the two-band model of the previous section, at the same source Fermi level, gives about 1.6 times the abrupt-barrier current at 300 K. Self-consistent electrostatics and gate leakage are also left out. The currents are therefore estimates for this model, not device predictions. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
masses mx, my (rough): 0.15, 1.2 m0
length 5.0 nm; barrier 0.30 eV; drain bias 0.50 V
temperature 300 K; kT = 0.02585 eV
source density = 1.00e+13 cm^-2
source Fermi level above band edge = 0.0533 eV
A: E=0.20, Ex=0.20, Ey=0.00 eV; kappa=0.6275 nm^-1; T=4.692e-03
B: E=0.20, Ex=0.05, Ey=0.15 eV; kappa=0.9921 nm^-1; T=1.358e-04
C: E=0.40, Ex=0.10, Ey=0.30 eV; kappa=0.8874 nm^-1; T=4.572e-04
D: E=0.10, Ex=0.10, Ey=0.00 eV; kappa=0.8874 nm^-1; T=4.572e-04
T ratio A/B = 34.55
mistaken T for C, using E=0.40 eV: 0.9600
mistaken/correct T for C = 2099.5
correct tunnelling current = 233.53 nA/um
correct over-barrier current = 8.37 nA/um
correct total current = 241.90 nA/um = 0.2419 uA/um
tunnelling share of total = 96.5 %
mistaken total current = 473.91 nA/um
mistaken/correct total current = 1.959
k-space currents, correct and mistaken = 241.90, 473.91 nA/um
U0/kT = 11.605; classical mistake factor = 4.003
classical factor from k-space sum = 4.005
strip: width 4.0 nm, total energy 0.25 eV
strip mode 1: Ey=0.0196 eV; T lattice=1.011e-02, formula=1.014e-02
strip mode 2: Ey=0.0783 eV; T lattice=2.377e-03, formula=2.375e-03
strip mode 3: Ey=0.1763 eV; T lattice=2.506e-04, formula=2.470e-04
strip largest mode-changing T = 8.5e-32
channel my times 1.2: mode-3 barrier=0.2706 eV
  T lattice=4.719e-04, formula=4.662e-04
source defect: depth 0.5 eV, length 2 nm, about 1/3 of width
  mode-3 T gain, mean of 4 positions = 10.01
  share leaving in other modes = 94.9 %
2 nm sloping edges: total current = 428.78 nA/um, ratio 1.773
Boltzmann/Fermi total current = 1.559
drain backflow/source current = 6.2e-09
400 K, same density: Fermi level 0.0490 eV, current 606.12 nA/um
two-band exponential factor on T, gap 2.0 eV, Ex=0.10 eV:
  Ey=0: 1.577; Ey=0.30 eV: 0.429
mobility (rough) = 200 cm2/Vs; mean free path estimate = 2.37 nm
drain-edge field over 2 nm = 4.00 MV/cm
channel valence edge = -1.70 eV; drain conduction edge = -0.50 eV
\end{verbatim}
